**Minimum specific resistance of a nonuniform unipolar drift region**

The program tests the bound R ≥ 3V²/(εμF_c³), where R is resistance times area, V the blocking voltage, ε the permittivity, μ the mobility and F_c the peak field. It asserts that 5000 random layered doping profiles respect the bound, and that a free numerical search over 40 equal-thickness cells comes close to it; the search gives a coefficient of 3.002. Separate searches over one, two and three uniform layers confirm the coefficients 3.375, 3.125 and 3.0625, together with the predicted field drops and thicknesses. Quadrature of the optimum donor density reproduces the blocking voltage and the resistance, and the atomic-unit formula agrees after conversion. For 1500 V, 2.5 MV/cm, 900 cm²/Vs and relative permittivity 9.7, the minimum is 0.559 mΩ cm² with a drift length of 9.0 µm. When the profiles are compared at equal ionization integral instead of equal peak field, the excess resistance of a single uniform layer over the graded profile shrinks from 12.5% to about 3%. The remaining output sizes neglected effects from rough material inputs, and those figures are estimates, not predictions for a particular device.

## Numerical verification

```python
"""Minimum specific resistance of a nonuniform unipolar drift region.

Result under test: R >= 3 V^2 / (eps mu Fc^3), where R is resistance times
area, V blocking voltage, eps permittivity, mu mobility, Fc peak field.
The optimum donor density is N0/sqrt(1-x/W), W=3V/(2Fc), N0=eps Fc^2/(3qV).
For k uniform layers the coefficient 3 becomes 3/(1-(2k+1)^(-2)).
Numbers use V, cm, s, ohm; material coefficients are rough model inputs.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.optimize import minimize, brentq

q = const.e
eps_r = 9.7
eps = eps_r * const.epsilon_0 / 100.0       # F/cm
voltage = 1500.0                          # V
peak_field = 2.5e6                        # V/cm
mobility = 900.0                          # cm2/(V s)


def coefficient(shares, widths):
    """R eps mu Fc^3/V^2 for uniform layers, computed from field and doping.

    Shares are field drops divided by Fc; the field at the junction is Fc.
    """
    mid_field = 1.0 - np.cumsum(shares) + shares / 2
    blocking = np.sum(mid_field * widths)
    doping = shares / widths
    resistance = np.sum(widths / doping)
    return resistance / blocking**2


def shares_from_logits(logits):
    """Positive field drops whose sum is below one; the rest is residual."""
    shift = max(0.0, np.max(logits))
    weights = np.exp(logits - shift)
    return weights / (np.exp(-shift) + np.sum(weights))


# Random profiles try to violate the bound, including its residual-field form.
rng = np.random.default_rng(7)
random_best = np.inf
for trial in range(5000):
    count = rng.integers(1, 13)
    drops = rng.dirichlet(np.ones(count + 1))
    widths = rng.lognormal(0.0, 1.0, count)
    value = coefficient(drops[:-1], widths)
    assert value * (1 - drops[-1]**3) >= 3 - 1e-10
    random_best = min(random_best, value)

# Free optimization of many cells, with no use of the derived profile.
cells = 40
cell_width = np.full(cells, 1.0 / cells)
search = minimize(lambda z: coefficient(shares_from_logits(z), cell_width),
                  np.zeros(cells), method="BFGS", options={"maxiter": 1000})
found = shares_from_logits(search.x)
found_mid = 1.0 - np.cumsum(found) + found / 2
found_voltage = np.mean(found_mid)
cell_center = (np.arange(cells) + 0.5) / cells
predicted_density = 0.5 / np.sqrt(1 - cell_center)
density_error = np.max(np.abs(found * cells / predicted_density - 1)[:20])
assert 3.0 < search.fun < 3.02
assert abs(found_voltage - 2 / 3) < 0.01
assert density_error < 0.03

# Unequal layers: all thicknesses and dopings are free apart from scale.
def layer_coefficient(k):
    return 3 / (1 - (2 * k + 1)**(-2))


layer_search = {}
for k in (1, 2, 3):
    def objective(z, k=k):
        widths = np.exp(np.r_[0.0, z[k:]])
        return coefficient(shares_from_logits(z[:k]), widths)

    result = minimize(objective, np.zeros(2 * k - 1), method="BFGS")
    layer_search[k] = result.fun
    layer_widths = np.exp(np.r_[0.0, result.x[k:]])
    assert abs(result.fun - layer_coefficient(k)) < 1e-5
    assert np.allclose(shares_from_logits(result.x[:k]),
                       2 / (2 * k + 1), atol=2e-3)
    assert np.allclose(layer_widths, np.arange(k, 0, -1) / k, atol=5e-3)
triangular = coefficient(np.array([1.0]), np.array([1.0]))
assert abs(triangular - 4) < 1e-12

# Continuous optimum: integrate its donor density to get field, V and R.
width = 1.5 * voltage / peak_field
density0 = eps * peak_field**2 / (3 * q * voltage)
resistance = 3 * voltage**2 / (eps * mobility * peak_field**3)


def donor_density(u):
    return density0 / np.sqrt(1 - u)


def integrated_field(u):
    charge = quad(donor_density, 0, u, epsabs=0, epsrel=1e-9)[0]
    return peak_field - q * width * charge / eps


voltage_check = width * quad(integrated_field, 0, 1,
                             epsabs=0, epsrel=1e-7)[0]
resistance_check = width * quad(
    lambda u: 1 / (q * mobility * donor_density(u)), 0, 1,
    epsabs=0, epsrel=1e-9)[0]
assert abs(voltage_check / voltage - 1) < 1e-5
assert abs(resistance_check / resistance - 1) < 1e-7

# The same resistance from the atomic-unit expression.
pc = const.physical_constants
au_field = pc["atomic unit of electric field"][0]
au_velocity = pc["atomic unit of velocity"][0]
au_potential = pc["atomic unit of electric potential"][0]
au_current = pc["atomic unit of current"][0]
bohr = pc["Bohr radius"][0]
v_au = voltage / au_potential
f_au = peak_field * 100 / au_field
mu_au = mobility * 1e-4 / (au_velocity / au_field)
r_au = 3 * v_au**2 / (eps_r / (4 * np.pi) * mu_au * f_au**3)
r_from_au = r_au * au_potential / au_current * bohr**2 * 1e4
assert abs(r_from_au / resistance_check - 1) < 1e-6


# A capped density continues at its cap until the field vanishes.
def cap_ratio(t):
    return (1 + 2 * t**3) / (1 + t**3 / 2)**2


for t in (0.3, 0.6):
    x = np.linspace(0, (1 + t**2) / 2, 200001)
    capped = np.minimum(1 / np.sqrt(np.maximum(1 - 2 * x, 1e-14)), 1 / t)
    field = 1 - cumulative_trapezoid(capped, x, initial=0)
    ratio = trapezoid(1 / capped, x) / trapezoid(field, x)**2 / 3
    assert abs(field[-1]) < 1e-5
    assert abs(ratio - cap_ratio(t)) < 1e-5
density_cap = 1e17
cap_t = density0 / density_cap

# Physical two-layer design, ordered from junction to contact.
k = 2
captured = (1 - (2 * k + 1)**(-2)) / 3
mid = 2 * np.arange(k, 0, -1) / (2 * k + 1)
inverse_slope = mid * voltage / (captured * peak_field**2)
two_density = eps / (q * inverse_slope * peak_field) * peak_field
two_width = inverse_slope * 2 * peak_field / (2 * k + 1)
drops = q * two_density * two_width / eps
two_field = peak_field - np.cumsum(drops) + drops / 2
two_resistance = np.sum(two_width / (q * mobility * two_density))
assert abs(np.sum(two_field * two_width) / voltage - 1) < 1e-10
assert abs(two_resistance / resistance - layer_search[2] / 3) < 1e-5
residual_field = peak_field - np.sum(drops)

# Avalanche comparison: one effective coefficient a exp(-b/F).
ion_a, ion_b = 3e6, 1.7e7                  # 1/cm, V/cm


def profile_pieces(name):
    if name == "graded":
        return [(1e-3, 1.0, lambda f: 3 * f)], 3.0
    if name == "triangular":
        return [(1e-3, 1.0, lambda f: 2.0)], 4.0
    k = 1 if name == "one layer" else 2
    gain = (1 - (2 * k + 1)**(-2)) / 3
    pieces = []
    for j in range(1, k + 1):
        center = 2 * j / (2 * k + 1)
        half = 1 / (2 * k + 1)
        pieces.append((center - half, center + half,
                       lambda f, c=center: c / gain))
    return pieces, layer_coefficient(k)


def ionization(name, field):
    total = 0.0
    for low, high, path in profile_pieces(name)[0]:
        total += quad(lambda f: ion_a * np.exp(-ion_b / (field * f))
                      * path(f), low, high)[0]
    return voltage / field * total


profiles = ("graded", "two layers", "one layer", "triangular")
avalanche = {}
for name in profiles:
    limit = brentq(lambda f: ionization(name, f) - 1, 1.5e6, 5e6)
    r_limit = (profile_pieces(name)[1] * voltage**2
               / (eps * mobility * limit**3))
    avalanche[name] = (ionization(name, peak_field), limit, r_limit)
# Independent position-space integral for the graded profile.
position_ion = width * quad(lambda u: ion_a * np.exp(
    -ion_b / (peak_field * np.sqrt(1 - u))), 0, 1 - 1e-6)[0]
assert abs(position_ion / avalanche["graded"][0] - 1) < 1e-5
assert position_ion < 1

# Doping-dependent mobility and incomplete ionization on the ideal profile.
mobility_ref, mobility_power = 2e17, 0.6
mobility_factor = 1.5 * quad(lambda u: np.sqrt(1 - u) * (
    1 + (donor_density(u) / mobility_ref)**mobility_power), 0, 1)[0]
temperature, hot_temperature, mobility_temp_power = 300.0, 450.0, 2.4
hot_factor = (hot_temperature / temperature)**mobility_temp_power
mass, valleys, donor_depth = 0.4, 3, 0.07
thermal_eV = const.k * temperature / q
band_density = 2 * valleys * (mass * const.m_e * const.k * temperature
                              / (2 * np.pi * const.hbar**2))**1.5 * 1e-6


def ionized_fraction(density):
    strength = 2 * density / band_density * np.exp(donor_depth / thermal_eV)
    return 2 / (1 + np.sqrt(1 + 4 * strength))


fraction0 = ionized_fraction(density0)
strength0 = 2 * density0 / band_density * np.exp(donor_depth / thermal_eV)
balance_root = brentq(lambda y: y - 1 / (1 + strength0 * y), 0, 1)
assert abs(balance_root - fraction0) < 1e-10
freeze_factor = 1.5 * quad(lambda u: np.sqrt(1 - u)
                           / ionized_fraction(donor_density(u)), 0, 1)[0]

# Depletion remaining at zero applied bias.
built_in = 2.7


def depletion_voltage(u):
    return q * width**2 / eps * quad(lambda z: z * donor_density(z), 0, u)[0]


zero_u = brentq(lambda u: depletion_voltage(u) - built_in, 1e-5, 0.8)
zero_share = 1.5 * quad(lambda u: np.sqrt(1 - u), 0, zero_u)[0]


# WKB exponent for a triangular barrier in the peak field.
def tunnel_exponent(barrier):
    length = barrier / (peak_field * 100)
    kappa = np.sqrt(2 * mass * const.m_e * barrier * q) / const.hbar
    integral = 2 * kappa * length * quad(lambda u: np.sqrt(1 - u), 0, 1)[0]
    closed = (4 * np.sqrt(2 * mass * const.m_e) * (barrier * q)**1.5
              / (3 * const.hbar * q * peak_field * 100))
    assert abs(integral / closed - 1) < 1e-8
    return integral


gap, schottky = 3.2, 1.2
current, saturation_velocity = 500.0, 2e7
on_field = current / (q * mobility * density0)
mobility_ratio = 1.2

print(f"Inputs: V={voltage:.0f} V; Fc={peak_field/1e6:.2f} MV/cm")
print(f"Inputs: mu={mobility:.0f} cm2/Vs; relative eps={eps_r:.1f}")
print(f"Best coefficient in 5000 random profiles: {random_best:.4f}")
print(f"Free 40-cell optimum coefficient: {search.fun:.5f}")
print(f"Free optimum V/(Fc W): {found_voltage:.4f}")
print(f"Largest density difference, first half: {100*density_error:.2f} %")
for k in (1, 2, 3):
    print(f"Optimized {k}-layer coefficient: {layer_search[k]:.5f}")
print(f"Uniform, zero final field coefficient: {triangular:.4f}")
print(f"Ideal drift length: {width*1e4:.3f} um = {width*1e8:.0f} angstrom")
print(f"Ideal density at junction: {density0:.4e} cm^-3")
print(f"Ideal density at x=0.75 W: {donor_density(0.75):.4e} cm^-3")
print(f"Quadrature blocking voltage: {voltage_check:.3f} V")
print(f"Quadrature resistance: {resistance_check*1e3:.5f} mOhm cm2")
print(f"Minimum resistance: {resistance*1e3:.5f} mOhm cm2 = {r_au:.4e} a.u.")
for i, label in enumerate(("junction", "contact")):
    print(f"Two-layer {label}: {two_width[i]*1e4:.3f} um, "
          f"{two_density[i]:.4e} cm^-3")
print(f"Two-layer residual field: {residual_field/1e6:.3f} MV/cm")
print(f"Two-layer resistance: {two_resistance*1e3:.5f} mOhm cm2")
print(f"Doping cap: {density_cap:.1e} cm^-3; t={cap_t:.4f}")
print(f"Resistance excess from cap: {100*(cap_ratio(cap_t)-1):.4f} %")
print(f"Avalanche inputs: a={ion_a:.1e} /cm; b={ion_b/1e6:.1f} MV/cm")
for name in profiles:
    integral, limit, r_limit = avalanche[name]
    print(f"{name}: ionization integral at Fc = {integral:.4f}")
    print(f"  at unity: F={limit/1e6:.4f} MV/cm, R={r_limit*1e3:.4f} mOhm cm2")
print(f"Mobility model: Nref={mobility_ref:.1e} cm^-3, power={mobility_power}")
print(f"R factor from doping-dependent mobility: {mobility_factor:.4f}")
print(f"R factor {temperature:.0f} to {hot_temperature:.0f} K, "
      f"power {mobility_temp_power}: {hot_factor:.3f}")
print(f"Donor depth: {donor_depth:.3f} eV; mass={mass:.2f} me; "
      f"valleys={valleys}")
print(f"Ionized fraction at junction density: {fraction0:.4f}")
print(f"R factor from incomplete ionization: {freeze_factor:.4f}")
print(f"Degeneracy measure N0/Nc: {density0/band_density:.3e}")
print(f"R factor if mobility is lower by ratio {mobility_ratio}: "
      f"{mobility_ratio:.2f}")
print(f"Built-in voltage: {built_in:.1f} V; "
      f"zero-bias depth: {zero_u*width*1e4:.3f} um")
print(f"Ideal R located in that depth: {100*zero_share:.2f} %")
print(f"Tunnelling exponent, gap {gap:.1f} eV: {tunnel_exponent(gap):.2f}")
print(f"Tunnelling exponent, Schottky {schottky:.1f} eV: "
      f"{tunnel_exponent(schottky):.2f}")
print(f"On-state at {current:.0f} A/cm2: drop={current*resistance:.4f} V")
print(f"On-state heating: {current**2*resistance:.1f} W/cm2")
print(f"Largest on-state field: {on_field:.1f} V/cm")
print(f"Low-field drift speed / saturation speed: "
      f"{mobility*on_field/saturation_velocity:.4f}")
print("checks complete")
```

It prints:

```
Inputs: V=1500 V; Fc=2.50 MV/cm
Inputs: mu=900 cm2/Vs; relative eps=9.7
Best coefficient in 5000 random profiles: 3.1010
Free 40-cell optimum coefficient: 3.00205
Free optimum V/(Fc W): 0.6667
Largest density difference, first half: 0.04 %
Optimized 1-layer coefficient: 3.37500
Optimized 2-layer coefficient: 3.12500
Optimized 3-layer coefficient: 3.06250
Uniform, zero final field coefficient: 4.0000
Ideal drift length: 9.000 um = 90000 angstrom
Ideal density at junction: 7.4452e+15 cm^-3
Ideal density at x=0.75 W: 1.4890e+16 cm^-3
Quadrature blocking voltage: 1500.000 V
Quadrature resistance: 0.55888 mOhm cm2
Minimum resistance: 0.55888 mOhm cm2 = 4.8581e+09 a.u.
Two-layer junction: 6.000 um, 8.9343e+15 cm^-3
Two-layer contact: 3.000 um, 1.7869e+16 cm^-3
Two-layer residual field: 0.500 MV/cm
Two-layer resistance: 0.58217 mOhm cm2
Doping cap: 1.0e+17 cm^-3; t=0.0745
Resistance excess from cap: 0.0412 %
Avalanche inputs: a=3.0e+06 /cm; b=17.0 MV/cm
graded: ionization integral at Fc = 0.6310
  at unity: F=2.6901 MV/cm, R=0.4486 mOhm cm2
two layers: ionization integral at Fc = 0.5812
  at unity: F=2.7248 MV/cm, R=0.4497 mOhm cm2
one layer: ionization integral at Fc = 0.5242
  at unity: F=2.7718 MV/cm, R=0.4613 mOhm cm2
triangular: ionization integral at Fc = 0.4659
  at unity: F=2.8280 MV/cm, R=0.5148 mOhm cm2
Mobility model: Nref=2.0e+17 cm^-3, power=0.6
R factor from doping-dependent mobility: 1.1735
R factor 300 to 450 K, power 2.4: 2.646
Donor depth: 0.070 eV; mass=0.40 me; valleys=3
Ionized fraction at junction density: 0.9885
R factor from incomplete ionization: 1.0172
Degeneracy measure N0/Nc: 3.909e-04
R factor if mobility is lower by ratio 1.2: 1.20
Built-in voltage: 2.7 V; zero-bias depth: 0.616 um
Ideal R located in that depth: 10.09 %
Tunnelling exponent, gap 3.2 eV: 98.92
Tunnelling exponent, Schottky 1.2 eV: 22.72
On-state at 500 A/cm2: drop=0.2794 V
On-state heating: 139.7 W/cm2
Largest on-state field: 465.7 V/cm
Low-field drift speed / saturation speed: 0.0210
checks complete
```
